# Perpendicular mismatch and relaxed misfit in coherent cubic (001) epitaxy: a numerical check

```python
"""
Result under test: a coherent cubic (001) film on a thick cubic substrate has
    m_perp = (1 + 2 C12/C11) f   to first order in f.
a_s, a_f : relaxed lattice parameters of substrate and film
f        : relaxed misfit (a_f - a_s)/a_s
a_perp   : film lattice parameter along the surface normal
m_perp   : (a_perp - a_s)/a_s ; m_par is the same for the in-plane parameter
kappa    : 2 C12/C11 of the film
D        : coefficient of f^2 in m_perp, set by third-order elasticity
Lengths in nm, elastic constants in GPa, photon energy in eV.
The Morse crystal uses its own reduced units; only ratios are compared.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar


def cubic_stiffness(c11, c12, c44):
    d = np.eye(3)
    return (c12 * np.einsum('ij,kl->ijkl', d, d)
            + c44 * (np.einsum('ik,jl->ijkl', d, d)
                     + np.einsum('il,jk->ijkl', d, d))
            + (c11 - c12 - 2 * c44)
            * np.einsum('im,jm,km,lm->ijkl', d, d, d, d))


def free_surface_strain(stiff, e_par):
    """Full strain tensor with fixed in-plane strain and zero traction on z."""
    matrix = np.column_stack([2 * stiff[:, 2, 0, 2],
                              2 * stiff[:, 2, 1, 2], stiff[:, 2, 2, 2]])
    load = -(stiff[:, 2, 0, 0] + stiff[:, 2, 1, 1]) * e_par
    exz, eyz, ezz = np.linalg.solve(matrix, load)
    return np.array([[e_par, 0, exz], [0, e_par, eyz], [exz, eyz, ezz]])


def second_order_coefficient(c11, c12, c111, c112, c123):
    k = 2 * c12 / c11
    b = -(c111 * k**2 / 2 + c112 * (1 - 2 * k) + c123) / c11
    return b - k * (1 + k) / 2


# ---------- example inputs: rough values for dilute SiGe on Si ----------
a_s, f = 0.543, 0.004
C11, C12, C44 = 160.0, 62.0, 80.0
C111, C112, C123 = -800.0, -450.0, -60.0
thickness, substrate_thickness = 40.0, 5.0e5
photon_energy = 8050.0
alpha_s, alpha_f, temperature_change = 2.6e-6, 2.8e-6, 600.0
dislocation_spacing = 1000.0
a_f = a_s * (1 + f)
kappa = 2 * C12 / C11

# ---------- full tensor solution against the derived formula ----------
stiffness = cubic_stiffness(C11, C12, C44)
e_par = a_s / a_f - 1
strain = free_surface_strain(stiffness, e_par)
stress = np.einsum('ijkl,kl->ij', stiffness, strain)
a_perp = a_f * (1 + strain[2, 2])
m_perp = a_perp / a_s - 1
assert abs(strain[0, 2]) < 1e-14 and abs(strain[1, 2]) < 1e-14
assert abs(m_perp - (1 + kappa) * f) < 1e-12
biaxial_modulus = C11 + C12 - 2 * C12**2 / C11
assert abs(stress[0, 0] - biaxial_modulus * e_par) < 1e-10

# The free-surface state must also be the minimum of the elastic energy.
def energy_density(ezz):
    e = np.diag([e_par, e_par, ezz])
    return 0.5 * np.einsum('ij,ijkl,kl', e, stiffness, e)

step = 1e-3
e0 = strain[2, 2]
assert energy_density(e0) < min(energy_density(e0 - step),
                                energy_density(e0 + step))
slope_at_minimum = (energy_density(e0 + step)
                    - energy_density(e0 - step)) / (2 * step)
assert abs(slope_at_minimum) < 1e-9

# On a (111) surface the (001) factor must fail.
axes_111 = np.array([[1, -1, 0], [1, 1, -2], [1, 1, 1]], dtype=float)
axes_111 /= np.linalg.norm(axes_111, axis=1)[:, None]
stiffness_111 = np.einsum('ai,bj,ck,dl,ijkl->abcd', axes_111, axes_111,
                          axes_111, axes_111, stiffness, optimize=True)
strain_111 = free_surface_strain(stiffness_111, e_par)
factor_111 = 1 - strain_111[2, 2] / e_par
assert abs(factor_111 - (1 + kappa)) > 0.1

# Partial relaxation by a dislocation array.
m_par = a_s / (2 * np.sqrt(2)) / dislocation_spacing
relaxed = free_surface_strain(stiffness, a_s * (1 + m_par) / a_f - 1)
m_perp_relaxed = a_f * (1 + relaxed[2, 2]) / a_s - 1
assert abs(m_perp_relaxed - ((1 + kappa) * f - kappa * m_par)) < 1e-12
dislocation_error = m_perp_relaxed / (1 + kappa) / f - 1

# ---------- strain measures differ only from second order on ----------
x, k = sp.symbols('x k', positive=True)
laws = [((1 + x) * (1 - k * (1 / (1 + x) - 1)), 0),
        ((1 + x) * sp.exp(k * sp.log(1 + x)), k * (1 + k) / 2),
        ((1 + x) * sp.sqrt(1 - k * ((1 + x)**-2 - 1)), -k * (1 + k) / 2)]
for ratio, expected_second in laws:
    first = sp.diff(ratio, x).subs(x, 0)
    second = sp.diff(ratio, x, 2).subs(x, 0) / 2
    assert sp.simplify(first - (1 + k)) == 0
    assert sp.simplify(second - expected_second) == 0

# ---------- atomistic test: fcc crystal with a Morse pair potential ----------
r = sp.symbols('r', positive=True)
morse = sp.exp(-10 * (r - 1)) - 2 * sp.exp(-5 * (r - 1))
radial = [morse]
for _ in range(3):
    radial.append(sp.diff(radial[-1], r) / r)
phi1, phi2, phi3 = [sp.lambdify(r, g, 'numpy') for g in radial[1:]]
span = range(-4, 5)
sites = np.array([(i, j, l) for i in span for j in span for l in span
                  if (i + j + l) % 2 == 0
                  and 0 < i * i + j * j + l * l <= 16]) / 2.0


def normal_force(a_in, c):
    """Derivative of the energy per atom with respect to c."""
    distance = np.linalg.norm(sites * np.array([a_in, a_in, c]), axis=1)
    return 0.5 * np.sum(phi1(distance) * c * sites[:, 2]**2)


a_morse = brentq(lambda a: normal_force(a, a), 1.1, 1.6, xtol=1e-15)
X, Y, Z = (sites * a_morse).T
R = np.sqrt(X**2 + Y**2 + Z**2)
volume = a_morse**3 / 4
M11 = np.sum(phi2(R) * X**4) / (2 * volume)
M12 = np.sum(phi2(R) * X**2 * Y**2) / (2 * volume)
M111 = np.sum(phi3(R) * X**6) / (2 * volume)
M112 = np.sum(phi3(R) * X**4 * Y**2) / (2 * volume)
M123 = np.sum(phi3(R) * X**2 * Y**2 * Z**2) / (2 * volume)


def relaxed_mismatch(misfit):
    a_in = a_morse / (1 + misfit)
    c = brentq(lambda c: normal_force(a_in, c), 0.95 * a_morse,
               1.05 * a_morse, xtol=1e-15)
    return c / a_in - 1


probe = 1e-3
plus, minus = relaxed_mismatch(probe), relaxed_mismatch(-probe)
morse_linear = (plus - minus) / (2 * probe)
morse_quadratic = (plus + minus) / (2 * probe**2)
morse_linear_formula = 1 + 2 * M12 / M11
morse_quadratic_formula = second_order_coefficient(M11, M12, M111, M112, M123)
# Remaining differences are of order probe^2 times higher coefficients.
assert abs(morse_linear - morse_linear_formula) < 1e-4
assert abs(morse_quadratic - morse_quadratic_formula) < 1e-2

D = second_order_coefficient(C11, C12, C111, C112, C123)
nonlinear_error = D * f**2 / m_perp

# ---------- diffraction: 004 reflection from an explicit plane sum ----------
hartree_eV = const.value('Hartree energy in eV')
bohr_nm = const.value('Bohr radius') * 1e9
wavelength = (2 * np.pi / const.fine_structure
              / (photon_energy / hartree_eV) * bohr_nm)
d_s, d_f = a_s / 4, a_perp / 4
planes = int(round(thickness / d_f))
heights = (d_s + d_f) / 2 + d_f * np.arange(planes)
theta_s = np.arcsin(wavelength / (2 * d_s))
theta_f = np.arcsin(wavelength / (2 * d_f))


def peak_angle(with_substrate):
    def negative_intensity(theta):
        q = 4 * np.pi * np.sin(theta) / wavelength
        amplitude = np.sum(np.exp(1j * q * heights))
        if with_substrate:
            amplitude += 1 / (1 - np.exp(-1j * q * d_s))
        return -abs(amplitude)**2
    window = np.radians(0.03)
    return minimize_scalar(negative_intensity, method='bounded',
                           bounds=(theta_f - window, theta_f + window),
                           options={'xatol': 1e-11}).x


def mismatch_from_angle(theta):
    return np.sin(theta_s) / np.sin(theta) - 1


f_recovered = mismatch_from_angle(peak_angle(False)) / (1 + kappa)
# The top of a peak is flat, so its position is found to limited precision.
assert abs(f_recovered / f - 1) < 1e-4
separation = theta_f - theta_s
separation_linear = -np.tan(theta_s) * m_perp
assert abs(separation_linear / separation - 1) < 0.02

theta_overlap = peak_angle(True)
overlap_loss = 1 - mismatch_from_angle(theta_overlap) / m_perp
phase_slip = 2 * np.pi * m_perp / (1 + m_perp)
overlap_formula = 6 / (planes * phase_slip)**2
# The formula is the leading term of an expansion in this small ratio.
assert abs(overlap_loss / overlap_formula - 1) < 0.15

# ---------- other neglected effects ----------
f_hot = (a_f * (1 + alpha_f * temperature_change)
         / (a_s * (1 + alpha_s * temperature_change)) - 1)
thermal_change = f_hot / f - 1
ratio_error = (1 + kappa) / (1 + 1.05 * kappa) - 1

# Free plate with equal moduli: strain e0 + k z, film stress-free at strain f.
t = thickness / substrate_thickness
top = 0.5 + t
moments = [(top**(n + 1) - (-0.5)**(n + 1)) / (n + 1) for n in range(3)]
balance = np.array([[moments[0], moments[1]], [moments[1], moments[2]]])
film_load = f * np.array([t, (top**2 - 0.25) / 2])
mean_strain, curvature = np.linalg.solve(balance, film_load)
interface_strain = mean_strain + curvature / 2
assert abs(interface_strain / (4 * f * t) - 1) < 0.01

# ---------- printed numbers ----------
print(f"substrate parameter a_s = {a_s:.4f} nm")
print(f"relaxed misfit f = {f:.5f}")
print(f"relaxed film parameter a_f = {a_f:.6f} nm")
print(f"C11, C12, C44 = {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"kappa = 2 C12/C11 = {kappa:.4f}")
print(f"factor 1 + kappa = {1 + kappa:.4f}")
print(f"in-plane strain = {e_par:.6f}")
print(f"out-of-plane strain = {strain[2, 2]:.6f}")
print(f"a_perp = {a_perp:.6f} nm = {a_perp * 10:.5f} angstrom")
print(f"perpendicular mismatch m_perp = {m_perp:.6f}")
print(f"biaxial modulus = {biaxial_modulus:.2f} GPa")
print(f"in-plane film stress = {stress[0, 0]:.4f} GPa")
print(f"error if m_perp is taken for f = {100 * (m_perp / f - 1):.1f} %")
print(f"factor on a (111) surface = {factor_111:.4f}")
print(f"Morse crystal C12/C11 = {M12 / M11:.5f}")
print(f"Morse linear coefficient, relaxed = {morse_linear:.5f}")
print(f"Morse linear coefficient, formula = {morse_linear_formula:.5f}")
print(f"Morse f^2 coefficient, relaxed = {morse_quadratic:.4f}")
print(f"Morse f^2 coefficient, formula = {morse_quadratic_formula:.4f}")
print(f"photon energy = {photon_energy:.0f} eV")
print(f"wavelength = {wavelength:.6f} nm")
print(f"substrate 004 Bragg angle = {np.degrees(theta_s):.4f} deg")
print(f"film 004 Bragg angle = {np.degrees(theta_f):.4f} deg")
print(f"separation, Bragg law = {np.degrees(separation):.4f} deg")
print(f"separation, linear = {np.degrees(separation_linear):.4f} deg")
print(f"misfit recovered from film-only peak = {f_recovered:.6f}")
print(f"film thickness = {thickness:.0f} nm")
print(f"number of 004 planes = {planes}")
print(f"phase slip per plane = {phase_slip:.5f} rad")
print(f"film peak with overlap = {np.degrees(theta_overlap):.4f} deg")
print(f"overlap loss of m_perp, plane sum = {100 * overlap_loss:.2f} %")
print(f"overlap loss of m_perp, formula = {100 * overlap_formula:.2f} %")
print(f"C111, C112, C123 = {C111:.0f}, {C112:.0f}, {C123:.0f} GPa")
print(f"example f^2 coefficient D = {D:.4f}")
print(f"nonlinear change of m_perp = {100 * nonlinear_error:.3f} %")
print(f"dislocation spacing = {dislocation_spacing:.0f} nm")
print(f"in-plane mismatch from dislocations = {m_par:.3e}")
print(f"error of inferred f, dislocations = {100 * dislocation_error:.2f} %")
print(f"expansion coefficient, substrate = {alpha_s:.1e} 1/K")
print(f"expansion coefficient, film = {alpha_f:.1e} 1/K")
print(f"temperature change = {temperature_change:.0f} K")
print(f"change of f on heating = {100 * thermal_change:.2f} %")
print(f"error of f if C12/C11 is 5 % too high = {100 * ratio_error:.2f} %")
print(f"substrate thickness = {substrate_thickness:.0f} nm")
print(f"substrate strain at interface = {interface_strain:.3e}")
print("all tests passed")
```

It prints:

```
substrate parameter a_s = 0.5430 nm
relaxed misfit f = 0.00400
relaxed film parameter a_f = 0.545172 nm
C11, C12, C44 = 160, 62, 80 GPa
kappa = 2 C12/C11 = 0.7750
factor 1 + kappa = 1.7750
in-plane strain = -0.003984
out-of-plane strain = 0.003088
a_perp = 0.546855 nm = 5.46855 angstrom
perpendicular mismatch m_perp = 0.007100
biaxial modulus = 173.95 GPa
in-plane film stress = -0.6930 GPa
error if m_perp is taken for f = 77.5 %
factor on a (111) surface = 1.4106
Morse crystal C12/C11 = 0.62934
Morse linear coefficient, relaxed = 2.25870
Morse linear coefficient, formula = 2.25868
Morse f^2 coefficient, relaxed = -3.0766
Morse f^2 coefficient, formula = -3.0766
photon energy = 8050 eV
wavelength = 0.154018 nm
substrate 004 Bragg angle = 34.5611 deg
film 004 Bragg angle = 34.2833 deg
separation, Bragg law = -0.2778 deg
separation, linear = -0.2802 deg
misfit recovered from film-only peak = 0.004000
film thickness = 40 nm
number of 004 planes = 293
phase slip per plane = 0.04430 rad
film peak with overlap = 34.2935 deg
overlap loss of m_perp, plane sum = 3.73 %
overlap loss of m_perp, formula = 3.56 %
C111, C112, C123 = -800, -450, -60 GPa
example f^2 coefficient D = -0.3581
nonlinear change of m_perp = -0.081 %
dislocation spacing = 1000 nm
in-plane mismatch from dislocations = 1.920e-04
error of inferred f, dislocations = -2.10 %
expansion coefficient, substrate = 2.6e-06 1/K
expansion coefficient, film = 2.8e-06 1/K
temperature change = 600 K
change of f on heating = 3.01 %
error of f if C12/C11 is 5 % too high = -2.14 %
substrate thickness = 500000 nm
substrate strain at interface = 1.280e-06
all tests passed
```
